\section*{Strain Shift of a Deep Level from Its Bloch Composition}

\section{Result}

Let a host crystal have band energies $E_{n\mathbf k}(\varepsilon)$ under a small homogeneous strain $\varepsilon$. A defect potential $V$ binds a nondegenerate state $\psi=\sum_{n\mathbf k}c_{n\mathbf k}|n\mathbf k\rangle$ of energy $E$. Primes denote $d/d\varepsilon$ at $\varepsilon=0$. Then
\begin{equation}
E'=\underbrace{\sum_{n\mathbf k}|c_{n\mathbf k}|^2E'_{n\mathbf k}}_{D}+X,
\qquad \sum_{n\mathbf k}|c_{n\mathbf k}|^2=1 .
\label{main}
\end{equation}
The band average $D$ is the whole answer if "fixed defect potential" means that the matrix elements of $V$ between the Bloch states of the strained host do not change. If instead $V$ is fixed on the lattice sites, there is an interband term
\begin{equation}
X=\sum_{\mathbf k}\sum_{n\ne m}c^*_{n\mathbf k}c_{m\mathbf k}
\langle n\mathbf k|h'|m\mathbf k\rangle ,
\label{X}
\end{equation}
where $h$ is the host Hamiltonian. In neither case does the level have to follow a band edge, because the edges are single points in a sum over all bands and the whole zone.

All energies are one-electron energies on one common reference. Adding the same shift to every host state adds it to $D$, since the weights sum to one, and leaves $X$ alone, since a constant has no off-diagonal elements. Differences such as $E-E_v$ are therefore independent of the reference.

\section{One band}

Start with one $s$ orbital per cell of a simple cubic lattice of $M$ cells, site energy $A$ and nearest-neighbour hopping $t$:
\begin{equation}
E_{\mathbf k}=A+2t\sum_j\cos k_j ,
\end{equation}
with $k_j$ in units of the inverse cell edge. The strained lattice is described in the orbital basis that moves with the atoms. In this basis the Bloch states $|\mathbf k\rangle=M^{-1/2}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\mathbf R\rangle$ do not depend on strain; $A$ and $t$ do. The defect is $V=U|0\rangle\langle0|$ with $U$ fixed.

From $(h+V)\psi=E\psi$ and $\langle\psi|\psi\rangle=1$ we have $E=\langle\psi|h+V|\psi\rangle$. Differentiating,
\begin{align}
E'&=\langle\psi|h'+V'|\psi\rangle
+\langle\psi'|h+V|\psi\rangle+\langle\psi|h+V|\psi'\rangle\notag\\
&=\langle\psi|h'+V'|\psi\rangle
+E\left(\langle\psi'|\psi\rangle+\langle\psi|\psi'\rangle\right)
=\langle\psi|h'+V'|\psi\rangle .
\label{HF}
\end{align}
The bracket vanishes because it is the derivative of the constant norm. Here $V'=0$ and $h'$ is diagonal in $\mathbf k$, so
\begin{equation}
E'=\sum_{\mathbf k}|c_{\mathbf k}|^2E'_{\mathbf k}
=A'+2t'\sum_{\mathbf k}|c_{\mathbf k}|^2\sum_j\cos k_j .
\end{equation}

\textbf{Limit of a very strong defect.} For $|U|\gg|t|$ the state sits on one site, $|c_{\mathbf k}|^2=1/M$, and the cosines average to zero, so $E'=A'$. Directly, second-order perturbation theory in the six bonds gives $E\simeq A+U+6t^2/U$, whose derivative at fixed $U$ also tends to $A'$. The band edge at $\mathbf k=0$ (for $t<0$) moves by $A'+6t'$ instead. In this one-band model, a strongly localized level thus follows the centre of the band, not its edge.

\section{Two bands at one wave vector}

An interband term can appear once orbitals mix. Take one $s$ and one $p$ orbital at a single wave vector, with real coupling $C$:
\begin{equation}
h=\begin{pmatrix}A&C\\C&B\end{pmatrix},\qquad
\begin{aligned}
|+\rangle&=\cos\theta\,|s\rangle+\sin\theta\,|p\rangle,\\
|-\rangle&=-\sin\theta\,|s\rangle+\cos\theta\,|p\rangle .
\end{aligned}
\end{equation}
With $\Delta=E_+-E_-$, diagonalization gives
\begin{equation}
A-B=\Delta\cos2\theta,\qquad 2C=\Delta\sin2\theta .
\label{angles}
\end{equation}
A fixed defect $U|s\rangle\langle s|$ changes the mixing angle to some $\phi$. With $\delta=\phi-\theta$, the addition formulas give
\begin{equation}
\psi=\cos\phi\,|s\rangle+\sin\phi\,|p\rangle
=\cos\delta\,|+\rangle+\sin\delta\,|-\rangle .
\end{equation}
Since $V'=0$, equation (\ref{HF}) becomes
\begin{equation}
E'=\cos^2\!\delta\,E'_++\sin^2\!\delta\,E'_-
+\sin2\delta\,\langle+|h'|-\rangle .
\end{equation}
The matrix element is
\begin{align}
\langle+|h'|-\rangle
&=-\sin\theta\cos\theta\,(A'-B')+(\cos^2\theta-\sin^2\theta)C'\notag\\
&=C'\cos2\theta-\tfrac12(A'-B')\sin2\theta .
\end{align}
Now differentiate (\ref{angles}):
\begin{align}
C'&=\tfrac12\Delta'\sin2\theta+\Delta\,\theta'\cos2\theta,\\
A'-B'&=\Delta'\cos2\theta-2\Delta\,\theta'\sin2\theta .
\end{align}
On insertion the terms in $\Delta'$ cancel, and $\cos^22\theta+\sin^22\theta=1$ leaves
\begin{equation}
\langle+|h'|-\rangle=\Delta\,\theta',\qquad X=\Delta\,\theta'\sin2\delta .
\end{equation}
The interband term measures how strain rotates the orbital make-up of the bands beneath a defect that stays attached to one orbital.

\textbf{Limits.} Without a defect $\delta=0$, and the state moves with its own band. If strain scales $A-B$ and $C$ by the same factor, then $\theta'=0$ and $X=0$ for any $U$. If the defect matrix elements are held fixed between $|+\rangle$ and $|-\rangle$, the matrix to diagonalize is $\mathrm{diag}(E_+,E_-)$ plus a constant matrix, and its slope is the weighted average without $X$.

\section{All bands and wave vectors}

For a general crystal, use a large periodic supercell and coordinates that move with the lattice. This choice is needed: in laboratory coordinates the strained and unstrained Bloch functions have different periods, and the derivative of one with respect to strain grows with distance. In lattice coordinates the reduced $\mathbf k$ is conserved and $h'$ couples only states of equal $\mathbf k$.

Differentiating $h|m\mathbf k\rangle=E_{m\mathbf k}|m\mathbf k\rangle$ and projecting on $\langle n\mathbf k|$ gives
\begin{equation}
\langle n\mathbf k|h'|m\mathbf k\rangle=
\begin{cases}
E'_{n\mathbf k},&n=m,\\
(E_{m\mathbf k}-E_{n\mathbf k})\langle n\mathbf k|m\mathbf k'\rangle,&n\ne m,
\end{cases}
\label{elements}
\end{equation}
where $|m\mathbf k'\rangle$ stands for the strain derivative of $|m\mathbf k\rangle$. Within a degenerate set the states are chosen to diagonalize $h'$, so that each has a definite shift. Inserting the Bloch expansion in $\langle\psi|h'|\psi\rangle$ gives $D+X$. This proves (\ref{main}) for a site-fixed defect.

\textbf{Defect fixed between Bloch states.} Let
\begin{equation}
W(\varepsilon)=\sum_{n\mathbf k}|n\mathbf k,\varepsilon\rangle\langle n\mathbf k,0| ,
\end{equation}
a unitary operator that carries each unstrained Bloch state into its strained partner. Fixed matrix elements mean $V(\varepsilon)=WVW^\dagger$. Hence
\begin{equation}
h(\varepsilon)+V(\varepsilon)=W\Big[\sum_{n\mathbf k}E_{n\mathbf k}(\varepsilon)
|n\mathbf k,0\rangle\langle n\mathbf k,0|+V\Big]W^\dagger .
\end{equation}
A unitary transformation leaves eigenvalues unchanged, and inside the bracket only the band energies vary. Equation (\ref{HF}) applied to the bracket gives $E'=D$.

The same slope $D$ must follow from (\ref{HF}) applied directly to $h+V$, once the change of $V$ is included. Put $K=W'$ at zero strain, where $W=1$. Unitarity makes $K^\dagger=-K$, so $V'=KV-VK$. With $V\psi=(E-h)\psi$,
\begin{align}
\langle V'\rangle&=\langle K(E-h)-(E-h)K\rangle=\langle hK-Kh\rangle\notag\\
&=\sum_{\mathbf k}\sum_{n\ne m}c^*_{n\mathbf k}c_{m\mathbf k}
(E_{n\mathbf k}-E_{m\mathbf k})\langle n\mathbf k|m\mathbf k'\rangle=-X ,
\end{align}
by (\ref{elements}). The defect is changed by just enough to remove the interband term.

\textbf{Limit of a uniformly scaled host.} Suppose $h(\varepsilon)=(1+\lambda\varepsilon)h+\beta\varepsilon$. Then $h'=\lambda h+\beta$ is diagonal in the bands, $X=0$, and
\begin{equation}
E'=\lambda\langle h\rangle+\beta=\lambda(E-\langle V\rangle)+\beta .
\label{affine}
\end{equation}
The level does not stay at a fixed fraction of the gap even here, because $V$ is not scaled with the host.

\section{What fixes the weights}

For $V=U|s0\rangle\langle s0|$, acting on one orbital, project $(E-h)\psi=V\psi$ on a Bloch state:
\begin{equation}
c_{n\mathbf k}=\frac{U\langle n\mathbf k|s0\rangle\,\psi_{s0}}{E-E_{n\mathbf k}},
\qquad \psi_{s0}=\langle s0|\psi\rangle .
\label{weights}
\end{equation}
Multiplying by $\langle s0|n\mathbf k\rangle$, summing and cancelling $\psi_{s0}$ yields the level condition
\begin{equation}
1=U\,G(E),\qquad
G(E)=\sum_{n\mathbf k}\frac{|\langle n\mathbf k|s0\rangle|^2}{E-E_{n\mathbf k}} .
\label{G}
\end{equation}
A weight is large where the band has $s$ character and lies near $E$. Deep in the gap no denominator is small, so the weights spread over the zone, and over both sides of the gap if the bands on both sides have $s$ character.

\textbf{Limit of a shallow level.} Let $E$ approach a nondegenerate conduction minimum of $s$ character at $\mathbf k=0$ in three dimensions, with $E_c-E=\hbar^2\kappa^2/2m$. Near the minimum the weights are proportional to $(k^2+\kappa^2)^{-2}$, and their sum contains
\begin{equation}
\int_0^\infty\frac{k^2\,dk}{(k^2+\kappa^2)^2}=\frac{\pi}{4\kappa},
\end{equation}
which diverges as $\kappa\to0$. The difference $E'_{\mathbf k}-E'_c$ starts as $k^2$, so the corresponding sum has $k^4$ in the numerator and stays finite when cut off at the zone boundary. The valence contribution is finite too. Dividing by the norm,
\begin{equation}
D-E'_c\propto\kappa\propto\sqrt{E_c-E}\qquad(\kappa\to0).
\label{shallow}
\end{equation}
For this short-range defect edge tracking returns, but only as the square root of the depth.

\section{A deep level in a wide-gap oxide model}

The model has one $s$ and three $p$ orbitals per cubic cell of edge $0.33$ nm:
\begin{align}
h_{ss}&=E_s+2t_s\textstyle\sum_j\cos k_j,\qquad
h_{p_jp_j}=E_p+2t_p\sum_i\cos k_i,\notag\\
h_{sp_j}&=-2i\,t_{sp}\sin k_j ,
\end{align}
with $E_s=7.2$, $E_p=-0.9$, $t_s=-0.6$, $t_p=0.15$ and $t_{sp}=0.7$ eV. Energies are counted from the unstrained valence edge. Both edges lie at $\mathbf k=0$, where the sines vanish: $E_v=-0.9+6(0.15)=0$ and $E_c=7.2-6(0.6)=3.6$ eV. The curvature at the conduction edge gives a mass of $0.31$ electron masses.

Under linear hydrostatic strain, each hopping scales as $(1+\varepsilon)^{-2}$, so its initial slope is $-2$ times its value. The $s$ site energy moves by $-240$ meV per percent (meV/\%), and the $p$ site energy is held. The edge slopes follow:
\begin{align}
E'_c&=-24-2(-3.6)=-16.8\ \text{eV}\;\;(-168\ \text{meV/\%}),\\
E'_v&=0-2(0.9)=-1.8\ \text{eV}\;\;(-18\ \text{meV/\%}).
\end{align}
At the zone corner all cosines change sign, which gives $-312$ meV/\% for the conduction band and $+18$ meV/\% for the valence bands. These are also the extreme shifts found on the mesh used below.

The defect has $U=-6$ eV. Diagonalizing a supercell of $6\times6\times6$ cells (864 orbitals) puts its level at $E=1.877$ eV, in the middle of the gap. Projection on the Bloch states gives
\begin{center}
\begin{tabular}{lrr}
Bands & Weight & Mean shift (meV/\%)\\
Conduction & 0.8889 & $-225.7$\\
Valence & 0.1111 & $0.3$
\end{tabular}
\end{center}
and therefore
\begin{equation}
D=0.8889(-225.7)+0.1111(0.3)=-200.6\ \text{meV/\%}.
\end{equation}
The interband term is $X=+10.4$ meV/\%, so a site-fixed defect has $E'=-190.2$ meV/\%.

Both values were tested by diagonalizing the defect supercell at strains of $\pm10^{-4}$ and taking the difference quotient. With $V$ fixed between Bloch states the slope is $-200.587$ meV/\%, and with $V$ fixed on the site it is $-190.232$ meV/\%. Each agrees with its sum to the digits given.

Both slopes lie outside the interval between the edge slopes, $-168$ to $-18$ meV/\%. This does not conflict with $D$ being an average: it must lie between the extreme shifts of all band states, $-312$ and $+18$ meV/\%, and it does. The conduction states in the level shift on average by $-225.7$ meV/\%, well beyond their edge, and the valence share pulls the result only part of the way back.

Consider the site-fixed defect to first order in strain. A tensile strain of 1\% narrows the gap by 150 meV. The level falls by 172 meV relative to the valence edge and by 22 meV relative to the conduction edge. Its depth below the conduction band thus grows while the gap shrinks.

The uniformly scaled host gives another test. Take $\lambda=-2$ and $\beta=-5$ eV, with the same unstrained crystal and defect. The weight on the defect orbital is $0.6551$, so $\langle V\rangle=-6(0.6551)=-3.931$ eV, and (\ref{affine}) gives
\begin{equation}
E'=-2(1.877+3.931)-5=-16.6\ \text{eV}\;\;(-166\ \text{meV/\%}).
\end{equation}
Diagonalization under this strain law gives $-166.1$ meV/\%.

For the shallow limit, $U$ is readjusted to place the level at a chosen depth, and the weights (\ref{weights}) are summed on a mesh of $256^3$ wave vectors:
\begin{center}
\begin{tabular}{rrr}
Depth (meV) & $D$ (meV/\%) & $D-E'_c$ (meV/\%)\\
100 & $-196.6$ & $-28.6$\\
10 & $-180.8$ & $-12.8$\\
1 & $-172.7$ & $-4.7$
\end{tabular}
\end{center}
Each tenfold reduction in depth divides the deviation by $2.2$ and then $2.7$, approaching the $\sqrt{10}\simeq3.2$ of (\ref{shallow}). In this model, the band average for a level 100 meV below the edge still differs from the edge slope by 29 meV/\%, nearly as much as the 33 meV/\% found for the level in the middle of the gap.

\section{Where a fixed potential stops being enough}

Equation (\ref{main}) is a first-order statement. At $+1\%$ strain the site-fixed level moves by $-188.0$ meV; the quadratic part is $+2.1$ meV, about 1\% of the linear shift. The small difference from the conduction edge is more sensitive: that edge moves by $-169.1$ meV at $+1\%$, so the level falls by 19 meV relative to it rather than the first-order 22 meV. The finite supercell matters little as well. Solving (\ref{G}) on a $64^3$ mesh for an effectively isolated defect raises the level by 7 meV and changes the site-fixed slope by less than $0.1$ meV/\%. The conduction and valence weights change by less than $0.001$, and their mean shifts, $D$, $X$ and the slope for the uniformly scaled host by less than $0.5$ meV/\%.

The larger uncertainty is the potential itself. If $V$ changes on the lattice sites, (\ref{HF}) adds $\langle V'\rangle$. For a change in strength alone,
\begin{equation}
\frac{dE}{d\ln|U|}=\langle V\rangle=-3.93\ \text{eV},
\end{equation}
or $-39$ meV for each 1\% increase in $|U|$. That exceeds the 22 meV by which, to first order, the level departs from the conduction edge at 1\% strain. If $|U|$ fell by 1\% at that strain, the level would rise relative to the conduction edge by about $39-22=17$ meV, to first order, instead of falling. The sign of the relative motion is therefore not secured by the host bands alone.

Local relaxation acts in the same way. Weakening only the hopping to the defect cell, as for bonds stretched by an extra 1\%, lowers the level by $17.5$ meV. For a charged centre, an attractive Coulomb tail with a rough dielectric constant of 10, fixed on the sites and confined to the supercell, lowers the level by 134 meV and changes its slope to $-196$ meV/\%. Omitted bands matter through their weight and their own shifts, which may lie outside the range found here. As a scale, moving 5\% of the weight across the full range of the model's band shifts would change $D$ by $0.05\times330=16.5$ meV/\%.

The gap, the electron mass and the volume per formula unit (one model cell) are roughly those of SnO$_2$, whose conduction edge is $s$-like and whose upper valence bands are mainly oxygen $p$. The strain rates and the defect are chosen values, so the slopes are not predictions for that oxide. The real crystal is tetragonal, and its valence bands spread over several eV, against $12t_p=1.8$ eV for the unmixed $p$ bands here. A film clamped to a substrate is strained differently in and out of the plane, so each strain component needs its own band shifts. Real defects also relax and rescreen, which breaks the fixed-potential assumption; in the model, a 1\% change in $U$ shifts the level by 39 meV, and weakening only the hopping to the defect cell, as for a 1\% bond stretch, shifts it by about 18 meV (about 174 meV if the $s$ site energy of the defect cell also follows the host rate of $-240$ meV/\%). Thermal expansion, at a rough $4\times10^{-6}$ K$^{-1}$ over 300 K, is a strain of $0.12\%$ and shifts the level by $-23$ meV on the common reference. The direct effect of lattice vibrations is not included. Nor is $E$ a charge-transition level, which is a difference of total energies and includes the relaxation of each charge state.

In using the computed strain slope of a one-electron level to judge which bands it is built from, the quantity to compare is thus the weighted shift of the whole band structure plus the interband term $X$, together with an estimate of $\langle V'\rangle$ for changes of the potential on the lattice sites. A measured slope usually belongs to a charge-transition level relative to a band edge; comparing it with these sums also requires the slope of that edge and the strain dependence of the charging and relaxation energies. Closeness to one edge slope does not by itself show that the level is built from states near that edge: here the site-fixed slope differs from that of the conduction edge by only about 22 meV/\%, yet the conduction states in the level shift on average 58 meV/\% more than that edge, and for the isolated defect only about 8\% of the level's weight lies in conduction states within 1 eV of the edge (12\% on the coarse mesh of the $6\times6\times6$ supercell).
